# Line permittivity and fill factor from a subwavelength grating's effective permittivities

## Problem

A grating consists of identical straight lines in air, with a period far below the wavelength of the light. The lines have relative permittivity $e>1$ and fill a fraction $f$ of each period, with $0<f<1$. They are lossless, isotropic and non-magnetic, and have vertical walls. For light at normal incidence the grating acts as a uniform film with effective permittivity $P$ when the electric field is parallel to the lines, and $S$ when it is perpendicular to them. The readings are

$$P=2.5,\qquad S=1.6 .$$

(a) Derive the zeroth-order mixing formulas for $P$ and $S$.

(b) Find $e$ and $f$. Which pairs $(P,S)$ have a physical solution, and what happens if the two readings are exchanged?

(c) Each reading has an independent uncertainty of 0.01. How uncertain are $e$ and $f$?

(d) The period is $L=40$ nm and the wavelength is $\lambda=633$ nm. How does the finite period, acting in the body of the grating, bias the result?

(e) The lines are $h=100$ nm tall and stand free in air. What do the top and bottom faces change, and what does an error of 1 nm in the assumed height do?

## Solution

### (a) Mixing formulas

Let $x$ run across the lines, $y$ along them and $z$ along their height. Over one period the phase of the light hardly changes, so the fields within a period obey the static laws: $\mathbf E$ has no curl and $\mathbf D$ has no divergence. An effective permittivity is the ratio of the period average of $D/\varepsilon_0$ to that of $E$.

**Parallel field.** $E_y$ is tangential to the walls, hence continuous, and it takes the same value in line and gap. The displacement $D_y/\varepsilon_0$ is $eE_y$ in the line and $E_y$ in the gap. Its average, divided by $E_y$, is

$$P=fe+(1-f).$$

**Perpendicular field.** $D_x$ is normal to the walls, hence continuous. Away from the top and bottom faces nothing varies with $z$ on the scale of a period, so zero divergence makes $D_x$ the same in line and gap. Now $\varepsilon_0E_x$ is $D_x/e$ in the line and $D_x$ in the gap. Averaging gives

$$\frac1S=\frac fe+(1-f).$$

### (b) Inversion

Subtract from each formula its value for air alone:

$$a\equiv P-1=f(e-1),\qquad b\equiv 1-\frac1S=f-\frac fe=\frac{f(e-1)}{e}.$$

The two quantities differ by the factor $e$, so division removes $f$:

$$e=\frac ab .$$

Then $e-1=(a-b)/b$, and $f=a/(e-1)$ becomes

$$f=\frac{ab}{a-b}.$$

For the given readings $a=1.5$ and $b=1-0.625=0.375$, so

$$e=\frac{1.5}{0.375}=4,\qquad f=\frac{1.5\times0.375}{1.125}=0.5 .$$

Substitution confirms this: $0.5\times4+0.5=2.5$, and $1/(0.125+0.5)=1.6$. Each step fixed its unknown uniquely, so there is no second solution.

**Which readings are possible.** From the definitions,

$$a-b-ab=a-b(1+a)=(P-1)-P\left(1-\frac1S\right)=\frac{P-S}{S}.$$

Suppose $P>S>1$. Then $a$ and $b$ are positive and $a-b>ab>0$, which gives $e>1$ and $0<f<1$. Conversely, suppose $e>1$ and $0<f<1$. Then $a>0$ and $0<b<1$, so $S=1/(1-b)>1$. Also $a-b=f(e-1)^2/e$ and $ab=f^2(e-1)^2/e$, so

$$a-b-ab=\frac{f(1-f)(e-1)^2}{e}>0,$$

and $P>S$. A physical solution therefore exists exactly when $P>S>1$.

Exchanging the readings, $P=1.6$ and $S=2.5$, violates this condition. It gives $a=b=0.6$, which would require $e=1$. But lines with $e=1$ have $a=0$, so the exchanged data have no solution.

### (c) Uncertainty of the readings

Since $da=dP$ and $db=dS/S^2$, differentiating $e=a/b$ gives

$$\frac{\partial e}{\partial P}=\frac1b=2.667,\qquad
\frac{\partial e}{\partial S}=-\frac{a}{b^2S^2}=-\frac{1.5}{0.36}=-4.167 .$$

For $f=ab/(a-b)$ the quotient rule gives

$$\frac{\partial f}{\partial a}=\frac{b(a-b)-ab}{(a-b)^2}=-\frac{b^2}{(a-b)^2},\qquad
\frac{\partial f}{\partial b}=\frac{a(a-b)+ab}{(a-b)^2}=\frac{a^2}{(a-b)^2},$$

and therefore

$$\frac{\partial f}{\partial P}=-0.111,\qquad \frac{\partial f}{\partial S}=\frac{1.778}{2.56}=0.694 .$$

Independent errors add in quadrature:

$$\sigma_e=0.01\sqrt{2.667^2+4.167^2}=0.049,\qquad
\sigma_f=0.01\sqrt{0.111^2+0.694^2}=0.007 .$$

With a 40 nm period, $\sigma_f$ corresponds to 0.28 nm in line width. The perpendicular reading contributes more to both uncertainties.

The recovery of $e$ becomes ill-conditioned for sparse lines, because $b\to0$ as $f\to0$ and $1/b$ diverges. The derivatives of $f$ stay finite there, at $-1/(e-1)^2$ and $e^2/(e-1)^2$. The inversion fails for both unknowns at weak contrast: as $e\to1$, $a-b=f(e-1)^2/e$ vanishes faster than $a$ and $b$ do, and the derivatives of $f$ grow without limit. The readings then give the product $f(e-1)$ but hardly its factors.

### (d) Finite period in the body of the grating

Deep between the faces, light travels along $z$ as a mode $u(x)\exp(i\beta z)$. Let $k=2\pi/\lambda$ and $N=(\beta/k)^2$, so that $N$ is the effective permittivity at finite period. At normal incidence the relevant mode is periodic and even about the centre of each line and each gap.

Number the line 1 and the gap 2, with permittivities $e_1=e$, $e_2=1$, fractions $f_1=f$, $f_2=1-f$ and widths $d_i=f_iL$. In each region $u''=-p_i^2u$ with $p_i^2=k^2(e_i-N)$, so $u$ is a cosine about the region's centre. At a wall, $u'/u$ is $-p_1\tan(p_1d_1/2)$ on the line side and $+p_2\tan(p_2d_2/2)$ on the gap side.

For the parallel field $u=E_y$, and $u$ and $u'$ are continuous. For the perpendicular field $u=H_y$, and $u$ and $u'/e_i$ are continuous, the latter being proportional to the tangential field $E_z$. Both cases read

$$\sum_i s_i\,p_i\tan\frac{p_id_i}{2}=0,\qquad s_i=1\ \text{(parallel)},\quad s_i=\frac1{e_i}\ \text{(perpendicular)}.$$

Insert $\tan q\approx q+q^3/3$ and multiply by $2/(k^2L)$:

$$\sum_i s_if_i\left[(e_i-N)+\frac{k^2L^2}{12}f_i^2(e_i-N)^2\right]=0 .$$

The first term alone returns the mixing formulas. In the second term $N$ may be replaced by its zeroth-order value. Write $c=k^2L^2/12=(\pi^2/3)(L/\lambda)^2$.

*Parallel.* Here $e-P=(1-f)(e-1)$ and $1-P=-f(e-1)$, so

$$\delta P=c\left[f^3(1-f)^2+(1-f)^3f^2\right](e-1)^2=c\,[f(1-f)(e-1)]^2 .$$

*Perpendicular.* The first term sums to $1-N/S$, so $\delta S=cS\sum_i f_i^3(e_i-S)^2/e_i$. From the formula for $1/S$,

$$e-S=eS\left(\frac1S-\frac1e\right)=eS(1-f)\left(1-\frac1e\right),\qquad
1-S=-Sf\left(1-\frac1e\right).$$

The sum becomes $S^2[f(1-f)(1-1/e)]^2\,[fe+1-f]$. The last bracket is $P$, so

$$\delta S=c\left[f(1-f)\left(1-\frac1e\right)\right]^2S^3P .$$

For $L/\lambda=0.0632$ these give $\delta P=0.0074$ and $\delta S=0.0047$. Solving the mode equation without expansion gives $P=2.5074$ and $S=1.6048$, in agreement.

The bias of the recovered permittivity is $\delta e=\delta P/b-a\,\delta S/(b^2S^2)$. With $b=f(e-1)/e$ and $a/b^2=e^2/[f(e-1)]$,

$$\delta e=c\,f(1-f)^2(e-1)\,(e-PS).$$

Writing $S=e/[e-f(e-1)]$ turns the last factor into

$$e-PS=\frac{e(e-1)(1-2f)}{e-f(e-1)} .$$

At this order the recovered $e$ is too high for $f<1/2$, too low for $f>1/2$, and unbiased at $f=1/2$. The present grating is the unbiased case: the two contributions, $2.667\times0.0074$ and $4.167\times0.0047$, are both 0.020 and cancel. The fill factor has no such protection:

$$\delta f=-0.111\times0.00739+0.694\times0.00473=0.0025 .$$

Inverting the unexpanded mode values gives $e=3.9999$ and $f=0.5025$.

### (e) Faces and height

**Why the faces matter.** Near a face the perpendicular field must change from its uneven distribution between the walls to a uniform one in the air. Consider the static limit, with average field $E_0$ along $x$. Because $\mathbf E$ has no curl, the average of $E_x$ over a period is $E_0$ at every height $z$. With $\varepsilon(x)$ the local relative permittivity, the Cauchy–Schwarz inequality gives, at any height inside the grating,

$$(E_0L)^2=\left(\int E_x\,dx\right)^2\le\int\varepsilon E_x^2\,dx\int\frac{dx}{\varepsilon}
\quad\Rightarrow\quad \int\varepsilon E_x^2\,dx\ge S E_0^2L .$$

In the air the same argument gives at least $E_0^2L$. Equality everywhere would need $E_x\propto1/\varepsilon$ inside and uniform $E_x$ outside, and these do not join continuously at a face. The field energy at given $E_0$ therefore exceeds that of a uniform film of permittivity $S$, and the apparent $S$ is raised. The distorted field decays quickly away from each face: for this grating it is down to about 4% at half a period and well under 1% at one period. If $h$ is well above $L$, the extra energy per area is proportional to $L$, while the film's own is proportional to $h$, so the shift scales as $L/h$. A parallel field is uniform in line, gap and air alike, and has no such static shift.

**Its size.** The field between the walls was expanded in Fourier orders and matched to plane waves in the air at both faces. The phase of the transmitted wave was then read as that of a uniform film. For a film of index $n$, put $\varphi=nkh$ and use the time factor $\exp(-i\omega t)$. Behind the film the wave has amplitude $t$ and slope $ikt$, so inside

$$E(z)=t\left[\cos nk(z-h)+\frac in\sin nk(z-h)\right].$$

The incident amplitude at $z=0$ is $\tfrac12[E+E'/(ik)]$. Setting it to 1 gives

$$t=\left[\cos\varphi-\frac i2\left(n+\frac1n\right)\sin\varphi\right]^{-1}.$$

At a wavelength of 100 times the height, with $e=4$ kept fixed, the shift of $S$ is $0.027=0.068\,L/h$, while that of $P$ is 0.00003. At 633 nm the phases give $P=2.507$ and $S=1.630$. The shift of $S$ is now 0.030, against 0.005 from the body alone. The inversion returns

$$e=3.90,\qquad f=0.520,$$

which is about 2.5% below the true permittivity and 4% above the true fill factor. The line width comes out as 20.8 nm instead of 20 nm. The size of this bias depends on which quantity is read. Matching the reflectance of the same grating to that of a uniform film gives $P=2.507$ and $S=1.613$, hence $e=3.97$ and $f=0.508$, a bias of $e$ below the uncertainty found in (c). That smallness belongs to this height. At the same wavelength the reflectance gives $S=1.584$, below the mixing value, for lines 150 nm tall, and $e\approx3.9$ for lines 300 nm tall. For the transmitted phase the bias is larger than the uncertainties found in (c), and repeating the measurement doesn't reduce it. For the phase reading, taller lines at the same period do: in the long-wave limit, for this $e$ and $f$, the bias of $e$ is about $-4.17\times0.068\,L/h=-0.28\,L/h$.

**Height error.** Take an ideal uniform film 100 nm thick, keep the phase between its two faces, and read it with an assumed thickness of 101 nm. The readings fall to $P=2.451$ and $S=1.570$, and the inversion gives $e=3.996$ and $f=0.484$, a line width of 19.4 nm. If the phase were instead referred to an equal path in air, the reference would change with the assumed height too. The readings would then fall by only 0.6% and 0.4%, giving $e=3.984$ and $f=0.498$.

With the phase taken between the faces, the permittivity hardly moves because both readings fall by nearly the same fraction, about 2% at this height. For a common relative shift $\eta$,

$$\delta e=\frac{P\eta}{b}-\frac{a\eta}{b^2S}=\frac{\eta}{bS}\,(PS-e),$$

where $a=eb$ was used. This vanishes at $f=1/2$. It also accounts for the cancellation in (d), where $0.0074/2.5$ and $0.0047/1.6$ are both 0.3%. The faces shift $S$ almost alone, so their effect on $e$ survives.

### Relation to real gratings

The lines were taken to stand free in air. A substrate would change the field at the lower face and the reading of the film. Substrate, sloped or rough walls and absorption are not sized here. Among the systematic effects that are, the faces move the recovered permittivity most: from 4.00 to about 3.90 when the transmitted phase is read, and to about 3.97 when the reflectance is read. For lines of this height the zeroth-order inversion is thus a starting estimate, to be refined by fitting a full field calculation to the measured data. The numerical output lists the values for readings of the transmitted phase between the faces.

## Calculated quantities

```
All permittivities and fill factors are dimensionless
Given: P = 2.500, S = 1.600
a = P-1 = 1.5000, b = 1-1/S = 0.3750
Recovered line permittivity e = 4.0000
Recovered fill factor f = 0.5000
Check, mixing formulas P, S: 2.5000, 1.6000
Labels exchanged: a = 0.6000, b = 0.6000
de/dP = 2.6667, de/dS = -4.1667
df/dP = -0.1111, df/dS = 0.6944
Independent uncertainty of each reading = 0.010
Resulting uncertainty: e 0.0495, f 0.0070
Period = 40 nm, line width = 20 nm
Height = 100 nm, wavelength = 633 nm
Period/wavelength = 0.0632
Second-order shifts: P 0.00739, S 0.00473
Exact body modes: P = 2.50739, S = 1.60476
Recovered from body modes: e = 3.9999, f = 0.5025
Long-wave face shift of S = 0.0272
Same shift divided by period/height = 0.0680
Long-wave shift of P = 0.000028
From transmission phase: P = 2.5069, S = 1.6303
Recovered from phase: e = 3.898, f = 0.5201
Height 1 nm too large: P = 2.4508, S = 1.5700
Recovered then: e = 3.996, f = 0.4843
```
